# Global Energy Minimization for One Orbital Rotation at Fixed Density Matrices: a program that tests the result

```python
"""
Result under test: at fixed one- and two-particle density matrices the energy
under a rotation of two real spatial orbitals p,q by an angle theta is
    E(theta) = sum_{n=-4..4} c_n exp(i n theta),   c_{-n} = conj(c_n),
and its global minimum follows from the roots of a polynomial of degree <= 8.
Rotation: new p = cos*p + sin*q, new q = -sin*p + cos*q.
h: one-electron integrals; g: (rs|tu) stored as a matrix [rs, tu];
dm1[r,s] = <E_rs>; dm2[rs,tu] = <E_rs E_tu> - delta_st <E_ru>.
Energies are in hartree. Both systems are models with round parameters.
"""
from itertools import combinations, product
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ORDER = np.arange(5)
WEIGHT = np.array([1.0, 2.0, 2.0, 2.0, 2.0])
NINE = 2 * np.pi * np.arange(9) / 9


def rotations(n, p, q, angles):
    angles = np.atleast_1d(angles)
    r = np.tile(np.eye(n), (len(angles), 1, 1))
    r[:, p, p] = r[:, q, q] = np.cos(angles)
    r[:, q, p] = np.sin(angles)
    r[:, p, q] = -np.sin(angles)
    return r


def direct_energy(h, g, dm1, dm2, p, q, angles):
    """Energy from explicitly rotated integrals."""
    n = len(h)
    r = rotations(n, p, q, angles)
    t = np.einsum("aij,akl->aikjl", r, r).reshape(len(r), n * n, n * n)
    h_rot = r.transpose(0, 2, 1) @ h @ r
    g_rot = t.transpose(0, 2, 1) @ g @ t
    return (h_rot * dm1).sum((1, 2)) + 0.5 * (g_rot * dm2).sum((1, 2))


def harmonics(h, g, dm1, dm2, p, q):
    """c_0 ... c_4 from nine energies."""
    return np.fft.fft(direct_energy(h, g, dm1, dm2, p, q, NINE))[:5] / 9


def curve(c, angles, derivative=0):
    factor = WEIGHT * c
    for _ in range(derivative):
        factor = factor * 1j * ORDER
    phases = np.exp(1j * np.outer(np.atleast_1d(angles), ORDER))
    return (phases @ factor).real


def stationary_roots(c):
    size = np.abs(c[1:])
    top = 1 + np.flatnonzero(size > 1e-10 * size.max())[-1]
    upper = [n * c[n] for n in range(top, 0, -1)]
    lower = [-n * np.conj(c[n]) for n in range(1, top + 1)]
    return np.roots(upper + [0.0] + lower)


def best_angle(c):
    """Global minimizer; among equal minima the smallest rotation."""
    if np.abs(c[1:]).sum() < 1e-12:
        return 0.0
    angles = np.angle(stationary_roots(c))
    for _ in range(3):  # Newton polish, only where the curve is convex
        slope, bend = curve(c, angles, 1), curve(c, angles, 2)
        convex = bend > 1e-13
        step = np.where(convex, -slope / np.where(convex, bend, 1.0), 0.0)
        angles = angles + np.clip(step, -0.1, 0.1)
    angles = np.angle(np.exp(1j * angles))
    values = curve(c, angles)
    lowest = angles[values < values.min() + 1e-12]
    return float(lowest[np.argmin(np.abs(lowest))])


def transform(h, g, c):
    t = np.kron(c, c)
    return c.T @ h @ c, t.T @ g @ t


def sweep(h, g, dm1, dm2, orbitals):
    """One pass over all pairs; returns also the largest slope met."""
    n, largest = len(h), 0.0
    for p, q in combinations(range(n), 2):
        c = harmonics(h, g, dm1, dm2, p, q)
        largest = max(largest, abs(curve(c, 0.0, 1)[0]))
        r = rotations(n, p, q, best_angle(c))[0]
        h, g = transform(h, g, r)
        orbitals = orbitals @ r
    return h, g, orbitals, largest


def site_repulsion(v):
    n = len(v)
    g = np.zeros((n * n, n * n))
    for i in range(n):
        for j in range(n):
            g[i * n + i, j * n + j] = v[i, j]
    return g


# ---- Two sites, two electrons in one orbital, started as antibonding ----
U, V, T = 1.0, 0.4, 0.1
h2 = np.array([[0.0, -T], [-T, 0.0]])
g2 = site_repulsion(np.array([[U, V], [V, U]]))
start2 = np.array([[1.0, 1.0], [-1.0, 1.0]]) / np.sqrt(2)
h2, g2 = transform(h2, g2, start2)
d2 = np.diag([2.0, 0.0])
dd2 = np.zeros((4, 4))
dd2[0, 0] = 2.0
c2 = harmonics(h2, g2, d2, dd2, 0, 1)
roots2 = stationary_roots(c2)
on_circle = np.abs(np.abs(roots2) - 1) < 1e-6
levels2 = curve(c2, np.angle(roots2[on_circle]))
angle2 = best_angle(c2)
e2_start = curve(c2, 0.0)[0]
e2_best = direct_energy(h2, g2, d2, dd2, 0, 1, angle2)[0]
slope2, bend2 = curve(c2, 0.0, 1)[0], curve(c2, 0.0, 2)[0]
assert on_circle.sum() == 8
assert abs(slope2) < 1e-12 and bend2 > 0
assert abs(e2_start - (U - (U - V) / 2 + 2 * T)) < 1e-12
assert abs(e2_best - (U - (U - V) / 2 - 2 * T)) < 1e-12
assert abs(levels2.max() - (U + 2 * T**2 / (U - V))) < 1e-10
assert abs(abs(angle2) - np.pi / 2) < 1e-8

# ---- Six-site chain with four electrons: many-electron operators ----
M, N = 6, 4
site_energy = np.array([0.0, -0.10, 0.05, -0.05, 0.10, 0.0])
hopping = np.array([0.20, 0.15, 0.20, 0.15, 0.20])
spacing, softening = 3.0, 2.0
distance = spacing * np.abs(np.subtract.outer(np.arange(M), np.arange(M)))
repulsion = 1 / np.sqrt(distance**2 + softening**2)
h_site = np.diag(site_energy) - np.diag(hopping, 1) - np.diag(hopping, -1)
g_site = site_repulsion(repulsion)

strings = list(combinations(range(M), N // 2))
place = {s: i for i, s in enumerate(strings)}
L = len(strings)
one_spin = np.zeros((M, M, L, L))
for s in strings:
    for q in s:
        rest = tuple(x for x in s if x != q)
        for p in range(M):
            if p not in rest:
                new = tuple(sorted(rest + (p,)))
                sign = (-1) ** (s.index(q) + new.index(p))
                one_spin[p, q, place[new], place[s]] = sign
unit = np.eye(L)
E = np.array([np.kron(one_spin[p, q], unit) + np.kron(unit, one_spin[p, q])
              for p in range(M) for q in range(M)])

# One inactive orbital (0), two active (1,2), three virtual (3,4,5)
cas_strings = [place[(0, 1)], place[(0, 2)]]
cas = np.array([i * L + j for i in cas_strings for j in cas_strings])
E_rows, E_cols = E[:, cas, :].copy(), E[:, :, cas].copy()
E_block = E_rows[:, :, cas].copy()
spin_swap = np.eye(4)[[0, 2, 1, 3]]


def assemble(h, g, rows, cols, block):
    """Matrix of the Hamiltonian between chosen determinants."""
    contracted = (g @ cols.reshape(M * M, -1)).reshape(cols.shape)
    exchange = np.einsum("pqqs->ps", g.reshape(M, M, M, M))
    single = (h - 0.5 * exchange).reshape(-1)
    return np.tensordot(single, block, 1) + 0.5 * (rows @ contracted).sum(0)


def densities(vector):
    x = E @ vector
    dm1 = (x @ vector).reshape(M, M)
    bra = x.reshape(M, M, -1).transpose(1, 0, 2).reshape(M * M, -1)
    dm2 = (bra @ x.T).reshape(M, M, M, M)
    dm2 = dm2 - np.einsum("qr,ps->pqrs", np.eye(M), dm1)
    return dm1, dm2.reshape(M * M, M * M)


def spin_square(dm2):
    return N - N**2 / 4 - 0.5 * np.einsum("pqqp", dm2.reshape(M, M, M, M))


def solve_cas(h, g):
    """Lowest singlet; the shift removes the triplet from the bottom."""
    ham = assemble(h, g, E_rows, E_cols, E_block)
    ham = 0.5 * (ham + ham.T) + 5.0 * (np.eye(4) - spin_swap)
    values, vectors = np.linalg.eigh(ham)
    full = np.zeros(L * L)
    full[cas] = vectors[:, 0]
    return values[0], full


pairs = list(combinations(range(M), 2))
orbitals0 = np.linalg.eigh(h_site)[1]
h0, g0 = transform(h_site, g_site, orbitals0)
e_start, psi0 = solve_cas(h0, g0)
dm1, dm2 = densities(psi0)
assert abs(spin_square(dm2)) < 1e-10
H0 = assemble(h0, g0, E, E, E)
numbers = E.reshape(M, M, L * L, L * L)[range(M), range(M)]
occupation = np.diagonal(numbers, axis1=1, axis2=2)
potential = 0.5 * np.einsum("id,ij,jd->d", occupation, repulsion, occupation)
potential -= 0.5 * np.diag(repulsion) @ occupation
H_site = np.tensordot(h_site.reshape(-1), E, 1) + np.diag(potential)
fci_values, fci_vectors = np.linalg.eigh(H_site)
e_fci = fci_values[0]
assert np.allclose(np.linalg.eigvalsh(H0), fci_values, atol=1e-9)
s2_fci = spin_square(densities(fci_vectors[:, 0])[1])
assert abs(s2_fci) < 1e-8

# Global minimum for every pair against a dense scan of rotated integrals
grid = np.linspace(-np.pi, np.pi, 721)
drops, odd_size = [], []
for p, q in pairs:
    c = harmonics(h0, g0, dm1, dm2, p, q)
    best = direct_energy(h0, g0, dm1, dm2, p, q, best_angle(c))[0]
    scan = direct_energy(h0, g0, dm1, dm2, p, q, grid)
    assert np.allclose(curve(c, grid), scan, atol=1e-11)
    assert -1e-11 < scan.min() - best < 5e-4  # upper side: grid spacing
    drops.append(e_start - best)
    odd_size.append(2 * max(abs(c[1]), abs(c[3])))
    if p >= 3:
        assert np.abs(c[1:]).max() < 1e-12  # virtual-virtual: constant
assert abs(drops[pairs.index((1, 2))]) < 1e-10  # active pair: CI optimal
assert max(odd_size) > 1e-6

# Many-electron rotation of the state for the pair with the largest drop
P, Q = pairs[int(np.argmax(drops))]
c_pair = harmonics(h0, g0, dm1, dm2, P, Q)


def rotated_state_energy(generator, angles):
    w, u = np.linalg.eigh(1j * generator)
    amplitudes = u.conj().T @ psi0
    states = u @ (np.exp(-1j * np.outer(w, angles)) * amplitudes[:, None])
    return w, np.einsum("ia,ia->a", states.conj(), H0 @ states).real


K = E[Q * M + P] - E[P * M + Q]
test_angles = np.linspace(-3.0, 3.1, 23)
spectrum, e_state = rotated_state_energy(K, test_angles)
assert np.allclose(e_state, curve(c_pair, test_angles), atol=1e-10)
assert np.allclose(spectrum, np.round(spectrum), atol=1e-9)
assert round(spectrum.max()) == 2 and round(spectrum.min()) == -2
K_alpha = np.kron(one_spin[Q, P] - one_spin[P, Q], unit)
spectrum_a, e_alpha = rotated_state_energy(K_alpha, NINE)
c_alpha = np.fft.fft(e_alpha)[:5] / 9
assert round(spectrum_a.max()) == 1
assert np.abs(c_alpha[3:]).max() < 1e-11

# Projector formula for the coefficients against many-electron energies
pair_unit = np.zeros((M, M))
pair_unit[P, P] = pair_unit[Q, Q] = 1.0
turn = np.zeros((M, M))
turn[Q, P], turn[P, Q] = 1.0, -1.0
part = {0: np.eye(M) - pair_unit, 1: (pair_unit - 1j * turn) / 2,
        -1: (pair_unit + 1j * turn) / 2}
c_formula = np.zeros(5, complex)
for m1, m2 in product(part, repeat=2):
    if m1 + m2 >= 0:
        c_formula[m1 + m2] += (part[m1].T @ h0 @ part[m2] * dm1).sum()
    left = np.kron(part[m1], part[m2]).T @ g0
    for m3, m4 in product(part, repeat=2):
        total = m1 + m2 + m3 + m4
        if total >= 0:
            right = np.kron(part[m3], part[m4])
            c_formula[total] += 0.5 * (left @ right * dm2).sum()
c_state = np.fft.fft(rotated_state_energy(K, NINE)[1])[:5] / 9
assert np.allclose(c_formula, c_state, atol=1e-10)

# Natural active orbitals of an active two-electron singlet: no odd terms
natural = np.eye(M)
natural[1:3, 1:3] = np.linalg.eigh(dm1[1:3, 1:3])[1]
h_nat, g_nat = transform(h0, g0, natural)
dm_nat = densities(solve_cas(h_nat, g_nat)[1])
odd_natural = max(np.abs(harmonics(h_nat, g_nat, *dm_nat, p, q)[[1, 3]]).max()
                  for p, q in pairs)
assert odd_natural < 1e-9

theta = best_angle(c_pair)
slope, bend = curve(c_pair, 0.0, 1)[0], curve(c_pair, 0.0, 2)[0]
assert abs(slope - 2 * psi0 @ H0 @ K @ psi0) < 1e-10
newton = -slope / bend
e_newton = direct_energy(h0, g0, dm1, dm2, P, Q, newton)[0]
e_pair = direct_energy(h0, g0, dm1, dm2, P, Q, theta)[0]
pair_roots = stationary_roots(c_pair)
pair_count = int((np.abs(np.abs(pair_roots) - 1) < 1e-6).sum())

# Sweeps with the density matrices frozen
h, g, orbitals = h0, g0, orbitals0
fixed = [e_start]
for _ in range(400):
    h, g, orbitals, fixed_slope = sweep(h, g, dm1, dm2, orbitals)
    fixed.append((h * dm1).sum() + 0.5 * (g * dm2).sum())
    if fixed_slope < 1e-8:
        break
assert fixed_slope < 1e-6
assert np.diff(fixed).max() < 1e-10 and fixed[-1] > e_fci - 1e-10

# CASSCF: CI solution and one sweep in turn
orbitals = orbitals0
history = []
for _ in range(1000):
    h, g = transform(h_site, g_site, orbitals)
    e_cas, psi = solve_cas(h, g)
    history.append(e_cas)
    dm1c, dm2c = densities(psi)
    _, _, new_orbitals, cas_slope = sweep(h, g, dm1c, dm2c, orbitals)
    if cas_slope < 1e-8:
        break
    orbitals = new_orbitals
H_final = assemble(h, g, E, E, E)
h_psi = H_final @ psi
final_gradient = max(abs(2 * h_psi @ (E[q * M + p] - E[p * M + q]) @ psi)
                     for p, q in pairs)
assert final_gradient < 1e-6
assert np.diff(history).max() < 1e-10 and e_cas > e_fci - 1e-10
occupations = np.linalg.eigvalsh(dm1c[1:3, 1:3])[::-1]

# Orbital Hessian with the CI vector relaxed at each displacement
space = [0, 1, 1, 2, 2, 2]
free = [(p, q) for p, q in pairs if space[p] != space[q]]


def relaxed_gradient(p, q, angle):
    hr, gr = transform(h, g, rotations(M, p, q, angle)[0])
    dms = densities(solve_cas(hr, gr)[1])
    return np.array([curve(harmonics(hr, gr, *dms, a, b), 0.0, 1)[0]
                     for a, b in free])


delta = 1e-3
hessian = np.array([(relaxed_gradient(p, q, delta)
                     - relaxed_gradient(p, q, -delta)) / (2 * delta)
                    for p, q in free])
assert np.abs(hessian - hessian.T).max() < 1e-4  # finite-difference error
hessian_low = np.linalg.eigvalsh(0.5 * (hessian + hessian.T))[0]
assert hessian_low > 0

print(f"Two sites: U, V, t = {U}, {V}, {T} hartree")
print(f"  antibonding start energy = {e2_start:.6f} hartree")
print(f"  slope at start = {abs(slope2):.1e} hartree/rad")
print(f"  curvature at start = {bend2:.6f} hartree/rad^2")
print(f"  barrier top = {levels2.max():.6f} hartree")
print(f"  global minimum = {e2_best:.6f} hartree")
print(f"  size of best rotation = {np.degrees(abs(angle2)):.4f} degrees")
print(f"  stationary angles per turn = {on_circle.sum()}")
print("Chain: sites, electrons =", M, N)
print("  site energies (hartree) =", site_energy)
print("  hoppings t, h = -t (hartree) =", hopping)
print(f"  spacing, softening = {spacing}, {softening} bohr")
print(f"  on-site repulsion = {repulsion[0, 0]:.6f} hartree")
print(f"  neighbour repulsion = {repulsion[0, 1]:.6f} hartree")
print(f"  start CAS energy = {e_start:.8f} hartree")
print(f"Pair with largest drop (counted from 1) = {P + 1}, {Q + 1}")
print(f"  a0 = {c_pair[0].real:.8f} hartree")
for k in range(1, 5):
    print(f"  a{k}, b{k} = {2 * c_pair[k].real:.8f}, "
          f"{-2 * c_pair[k].imag:.8f} hartree")
print(f"  stationary angles per turn = {pair_count}")
print(f"  slope at zero = {slope:.8f} hartree/rad")
print(f"  curvature at zero = {bend:.8f} hartree/rad^2")
print(f"  best angle = {np.degrees(theta):.4f} degrees")
print(f"  energy at best angle = {e_pair:.8f} hartree")
print(f"  Newton angle = {np.degrees(newton):.4f} degrees")
print(f"  energy at Newton angle = {e_newton:.8f} hartree")
print(f"Largest odd harmonic, start orbitals = {max(odd_size):.6f} hartree")
print(f"Largest odd |c_n|, natural orbitals = {odd_natural:.1e} hartree")
print(f"Eigenvalue range of iK, both spins = {round(spectrum.min())} "
      f"to {round(spectrum.max())}")
print(f"Eigenvalue range of iK, one spin = {round(spectrum_a.min())} "
      f"to {round(spectrum_a.max())}")
print("Sweeps at fixed density matrices")
for k in range(min(4, len(fixed))):
    print(f"  energy after sweep {k} = {fixed[k]:.8f} hartree")
print(f"  sweeps used = {len(fixed) - 1}")
print(f"  final energy = {fixed[-1]:.8f} hartree")
print(f"  largest slope in last sweep = {fixed_slope:.1e} hartree/rad")
print("CASSCF by alternating CI and sweeps")
print(f"  CI solutions used = {len(history)}")
for k in range(1, min(4, len(history))):
    print(f"  energy after {k} sweep(s) and CI = {history[k]:.8f} hartree")
print(f"  final energy = {e_cas:.8f} hartree = {e_cas * HARTREE_EV:.5f} eV")
print(f"  largest final gradient = {final_gradient:.1e} hartree/rad")
print(f"  lowest relaxed Hessian eigenvalue = {hessian_low:.6f} hartree/rad^2")
print(f"  active natural occupations = {occupations[0]:.6f}, "
      f"{occupations[1]:.6f}")
print(f"  full CI energy of the model = {e_fci:.8f} hartree")
print(f"  CASSCF minus full CI = {e_cas - e_fci:.8f} hartree")
print("all assertions hold")
```

Output:

```
Two sites: U, V, t = 1.0, 0.4, 0.1 hartree
  antibonding start energy = 0.900000 hartree
  slope at start = 5.5e-16 hartree/rad
  curvature at start = 1.600000 hartree/rad^2
  barrier top = 1.033333 hartree
  global minimum = 0.500000 hartree
  size of best rotation = 90.0000 degrees
  stationary angles per turn = 8
Chain: sites, electrons = 6 4
  site energies (hartree) = [ 0.   -0.1   0.05 -0.05  0.1   0.  ]
  hoppings t, h = -t (hartree) = [0.2  0.15 0.2  0.15 0.2 ]
  spacing, softening = 3.0, 2.0 bohr
  on-site repulsion = 0.500000 hartree
  neighbour repulsion = 0.277350 hartree
  start CAS energy = 0.05350432 hartree
Pair with largest drop (counted from 1) = 1, 2
  a0 = 0.14549139 hartree
  a1, b1 = -0.08784095, -0.05748881 hartree
  a2, b2 = -0.00849311, -0.00584652 hartree
  a3, b3 = 0.00508495, 0.00333519 hartree
  a4, b4 = -0.00073795, 0.00051576 hartree
  stationary angles per turn = 2
  slope at zero = -0.05711325 hartree/rad
  curvature at zero = 0.08785610 hartree/rad^2
  best angle = 35.9317 degrees
  energy at best angle = 0.03495132 hartree
  Newton angle = 37.2467 degrees
  energy at Newton angle = 0.03498014 hartree
Largest odd harmonic, start orbitals = 0.120809 hartree
Largest odd |c_n|, natural orbitals = 1.1e-16 hartree
Eigenvalue range of iK, both spins = -2 to 2
Eigenvalue range of iK, one spin = -1 to 1
Sweeps at fixed density matrices
  energy after sweep 0 = 0.05350432 hartree
  energy after sweep 1 = 0.01149957 hartree
  energy after sweep 2 = 0.00801650 hartree
  energy after sweep 3 = 0.00678430 hartree
  sweeps used = 38
  final energy = 0.00604285 hartree
  largest slope in last sweep = 8.7e-09 hartree/rad
CASSCF by alternating CI and sweeps
  CI solutions used = 35
  energy after 1 sweep(s) and CI = 0.01104611 hartree
  energy after 2 sweep(s) and CI = 0.00711737 hartree
  energy after 3 sweep(s) and CI = 0.00582408 hartree
  final energy = 0.00526306 hartree = 0.14322 eV
  largest final gradient = 5.8e-09 hartree/rad
  lowest relaxed Hessian eigenvalue = 0.097411 hartree/rad^2
  active natural occupations = 1.849353, 0.150647
  full CI energy of the model = -0.01250744 hartree
  CASSCF minus full CI = 0.01777050 hartree
all assertions hold
```
